# Photon-number-dependent displacement and the levels of the undriven radiation-pressure Hamiltonian: verification in Python

```python
"""Radiation-pressure Hamiltonian without drive or loss:
    H = hbar*wc*N + hbar*wm*b^dag b - hbar*g0*N*(b + b^dag),   N = a^dag a.
Result under test: the displacement U = exp[(g0/wm) N (b^dag - b)] makes H diagonal,
    E(n, m) = hbar*wc*n + hbar*wm*m - hbar*g0^2*n^2/wm.
wc, wm: optical and mechanical angular frequencies; g0: vacuum coupling (rad/s);
n, m: photon and displaced-phonon numbers; beta = g0/wm.
Matrix tests use units hbar = wm = 1; the device example uses SI units.
"""
import math
import numpy as np
from scipy.linalg import expm
from scipy.optimize import minimize_scalar
from scipy.constants import hbar, h, c, e, k as k_boltzmann


def lowering_operator(size):
    return np.diag(np.sqrt(np.arange(1.0, size)), 1)


def nearest(values, target):
    return values[np.argmin(np.abs(values - target))]


# ---- Operator identities and diagonal form in a truncated product space ----
n_phot, n_phon, keep = 4, 60, 15
beta, wc_model = 0.4, 7.3
b1 = lowering_operator(n_phon)
a = np.kron(lowering_operator(n_phot), np.eye(n_phon))
b = np.kron(np.eye(n_phot), b1)
N = a.T @ a
H = wc_model * N + b.T @ b - beta * N @ (b + b.T)
U = expm(beta * N @ (b.T - b))


def corner(op):
    # low phonon numbers only, where truncation of the basis is harmless
    return op.reshape(n_phot, n_phon, n_phot, n_phon)[:, :keep, :, :keep]


assert np.allclose(H @ N, N @ H, atol=1e-10)
assert np.allclose(corner(U.T @ b @ U), corner(b + beta * N), atol=1e-8)
assert np.allclose(corner(U.T @ a @ U),
                   corner(expm(beta * (b.T - b)) @ a), atol=1e-8)
H_diagonal = wc_model * N + b.T @ b - beta**2 * N @ N
assert np.allclose(corner(U.T @ H @ U), corner(H_diagonal), atol=1e-8)

# ---- Levels and eigenstates by direct diagonalization of each photon sector ----
H4 = H.reshape(n_phot, n_phon, n_phot, n_phon)
model_lowering = []
ground_levels = []
model_phonons = []
for n in range(n_phot):
    levels, states = np.linalg.eigh(H4[n, :, n, :])
    predicted = wc_model * n + np.arange(6) - beta**2 * n**2
    assert np.allclose(levels[:6], predicted, atol=1e-9)
    ground = states[:, 0]
    mean = (n * beta)**2
    poisson = [math.exp(-mean) * mean**j / math.factorial(j) for j in range(12)]
    assert np.allclose(ground[:12]**2, poisson, atol=1e-9)
    quadrature = ground @ (b1 + b1.T) @ ground
    spring_and_kinetic = ground @ (b1.T @ b1) @ ground
    assert abs(quadrature - 2 * n * beta) < 1e-9
    assert abs(spring_and_kinetic - beta**2 * n**2) < 1e-9
    assert abs(-beta * n * quadrature + 2 * beta**2 * n**2) < 1e-9
    model_lowering.append(wc_model * n - levels[0])
    model_phonons.append(spring_and_kinetic)
    ground_levels.append(levels[0])
second_difference = np.diff(ground_levels, 2)
assert np.allclose(second_difference, -2 * beta**2, atol=1e-9)

# ---- Two mechanical modes: their lowerings add ----
size = 16
d = lowering_operator(size)
one = np.eye(size)
w_modes, g_modes, photons = (1.0, 0.37), (0.2, 0.1), 2
H_two = (np.kron(w_modes[0] * d.T @ d - photons * g_modes[0] * (d + d.T), one)
         + np.kron(one, w_modes[1] * d.T @ d - photons * g_modes[1] * (d + d.T)))
sum_rule = -photons**2 * sum(g**2 / w for g, w in zip(g_modes, w_modes))
assert abs(np.linalg.eigvalsh(H_two)[0] - sum_rule) < 1e-8

# ---- Correction from curvature of wc/(1 + x/L), one photon ----
g_small, wc_large = 0.02, 2000.0
d = lowering_operator(40)
x_values, x_states = np.linalg.eigh(d + d.T)
optical = -g_small * x_values / (1 + g_small * x_values / wc_large)
levels = np.linalg.eigvalsh(d.T @ d + (x_states * optical) @ x_states.T)
for m in (0, 3):
    found = levels[m] - (m - g_small**2)
    assert abs(found / ((2 * m + 1) * g_small**2 / wc_large) - 1) < 0.01

# ---- Correction from photon-pair terms (a^2 + a^dag^2)/2 ----
wc_pair, size_a, size_b = 20.3, 10, 14
a2 = np.kron(lowering_operator(size_a), np.eye(size_b))
b2 = np.kron(np.eye(size_a), lowering_operator(size_b))
N2 = a2.T @ a2
pairs = (a2 @ a2 + a2.T @ a2.T) / 2
H_pair = wc_pair * N2 + b2.T @ b2 - g_small * (N2 + pairs) @ (b2 + b2.T)
levels = np.linalg.eigvalsh(H_pair)
for m in (0, 2):
    line = nearest(levels, wc_pair + m) - nearest(levels, m)
    found = line - (wc_pair - g_small**2)
    formula = -g_small**2 * ((m + 1) / (2 * wc_pair + 1) + m / (2 * wc_pair - 1))
    assert abs(found / formula - 1) < 0.01

# ---- Device example: silicon nanobeam, rough typical values ----
wavelength, f_m, f_g0, mass, Q_opt = 1550e-9, 5e9, 1e6, 1e-16, 4e5
index, n2_kerr, beta_tpa = 3.48, 5e-18, 8e-12   # -, m^2/W, m/W (rough)
f_c = c / wavelength
wc, wm, g0 = (2 * math.pi * f for f in (f_c, f_m, f_g0))
x_zpf = math.sqrt(hbar / (2 * mass * wm))
G = g0 / x_zpf
force = hbar * G
stiffness = mass * wm**2
shift_hz = g0**2 / wm / (2 * math.pi)

# classical energy (in Hz) of a spring pushed by one photon, x in attometres
classical = minimize_scalar(
    lambda x: (0.5 * stiffness * (x * 1e-18)**2 - force * x * 1e-18) / h)
assert abs(-classical.fun / shift_hz - 1) < 1e-8
x_static = classical.x * 1e-18
assert abs(x_static / (2 * x_zpf * g0 / wm) - 1) < 1e-6
n_turn = wc * wm / (2 * g0**2)
assert abs(G * x_static * n_turn / wc - 1) < 1e-6   # cavity frequency reaches zero


def thermal_phonons(temperature):
    return 1 / math.expm1(h * f_m / (k_boltzmann * temperature))


# thermal variance of b + b^dag from an explicit Boltzmann sum
m_list = np.arange(3000)
weights = np.exp(-m_list * h * f_m / (k_boltzmann * 4.0))
variance_sum = np.sum(weights * (2 * m_list + 1)) / np.sum(weights)
assert abs(variance_sum / (2 * thermal_phonons(4.0) + 1) - 1) < 1e-9

linewidth = f_c / Q_opt
volume = (wavelength / index)**3
intensity = hbar * wc / volume * c / index          # one stored photon
kerr_pull = f_c * n2_kerr * intensity / index
tpa_rate = beta_tpa * intensity * c / index         # fractional loss rate, 1/s

print("MODEL, g0/wm =", beta)
for n in range(n_phot):
    print(f"n={n}: lowering/(hbar wm) = {model_lowering[n]:.6f},"
          f" bare phonons = {model_phonons[n]:.6f}")
print(f"second difference of levels/(hbar wm) = {second_difference[0]:.6f}")
print("DEVICE INPUTS (rough typical values)")
print(f"wavelength = {wavelength*1e9:.0f} nm")
print(f"optical frequency = {f_c/1e12:.2f} THz")
print(f"mechanical frequency = {f_m/1e9:.1f} GHz")
print(f"g0/2pi = {f_g0/1e6:.1f} MHz")
print(f"effective mass = {mass*1e18:.0f} fg")
print(f"optical Q = {Q_opt:.1e}")
print("DEVICE RESULTS")
print(f"g0/wm = {g0/wm:.2e}")
print(f"zero-point amplitude = {x_zpf*1e15:.3f} fm")
print(f"G/2pi = {G/(2*math.pi)/1e18:.1f} GHz/nm")
print(f"force per photon = {force*1e15:.1f} fN")
print(f"stiffness = {stiffness:.3e} N/m")
print(f"static displacement per photon = {x_static*1e18:.3f} am")
print(f"bare phonons for one photon = {(g0/wm)**2:.2e}")
for n in (1, 2, 3, 1000):
    print(f"lowering, n={n}: {n**2*shift_hz:.4g} Hz")
print(f"lowering, n=1: {shift_hz*h/e:.3e} eV")
print(f"frequency pull per added photon = {2*shift_hz:.1f} Hz")
print(f"turning photon number = {n_turn:.2e}")
print(f"length wc/G = {wc/G*1e6:.3f} um")
print("NEGLECTED EFFECTS")
print(f"optical linewidth = {linewidth/1e6:.0f} MHz")
print(f"one-photon lowering / linewidth = {shift_hz/linewidth:.2e}")
print(f"linewidth / mechanical frequency = {linewidth/f_m:.3f}")
for T in (300.0, 4.0):
    spread = 2 * thermal_phonons(T) + 1
    print(f"{T:.0f} K: thermal phonons = {thermal_phonons(T):.1f}")
    print(f"{T:.0f} K: rms frequency wander = {f_g0*math.sqrt(spread)/1e6:.1f} MHz")
    print(f"{T:.0f} K: curvature shift scale = {f_g0**2/f_c*spread:.3g} Hz")
    print(f"{T:.0f} K: pair-term shift = {-f_g0**2/(2*f_c)*spread:.3g} Hz")
print(f"silicon index = {index}")
print(f"Kerr coefficient (rough) = {n2_kerr:.0e} m^2/W")
print(f"two-photon absorption (rough) = {beta_tpa:.0e} m/W")
print(f"mode volume = {volume*1e18:.4f} um^3")
print(f"intensity of one photon = {intensity:.2e} W/m^2")
print(f"Kerr pull per photon = {kerr_pull/1e3:.1f} kHz")
print(f"Kerr pull / optomechanical pull = {kerr_pull/(2*shift_hz):.0f}")
print(f"two-photon loss rate/2pi per photon = {tpa_rate/(2*math.pi)/1e3:.1f} kHz")
print("tests ok")
```

Output:

```
MODEL, g0/wm = 0.4
n=0: lowering/(hbar wm) = 0.000000, bare phonons = 0.000000
n=1: lowering/(hbar wm) = 0.160000, bare phonons = 0.160000
n=2: lowering/(hbar wm) = 0.640000, bare phonons = 0.640000
n=3: lowering/(hbar wm) = 1.440000, bare phonons = 1.440000
second difference of levels/(hbar wm) = -0.320000
DEVICE INPUTS (rough typical values)
wavelength = 1550 nm
optical frequency = 193.41 THz
mechanical frequency = 5.0 GHz
g0/2pi = 1.0 MHz
effective mass = 100 fg
optical Q = 4.0e+05
DEVICE RESULTS
g0/wm = 2.00e-04
zero-point amplitude = 4.097 fm
G/2pi = 244.1 GHz/nm
force per photon = 161.7 fN
stiffness = 9.870e+04 N/m
static displacement per photon = 1.639 am
bare phonons for one photon = 4.00e-08
lowering, n=1: 200 Hz
lowering, n=2: 800 Hz
lowering, n=3: 1800 Hz
lowering, n=1000: 2e+08 Hz
lowering, n=1: 8.271e-13 eV
frequency pull per added photon = 400.0 Hz
turning photon number = 4.84e+11
length wc/G = 0.792 um
NEGLECTED EFFECTS
optical linewidth = 484 MHz
one-photon lowering / linewidth = 4.14e-07
linewidth / mechanical frequency = 0.097
300 K: thermal phonons = 1249.7
300 K: rms frequency wander = 50.0 MHz
300 K: curvature shift scale = 12.9 Hz
300 K: pair-term shift = -6.46 Hz
4 K: thermal phonons = 16.2
4 K: rms frequency wander = 5.8 MHz
4 K: curvature shift scale = 0.172 Hz
4 K: pair-term shift = -0.0862 Hz
silicon index = 3.48
Kerr coefficient (rough) = 5e-18 m^2/W
two-photon absorption (rough) = 8e-12 m/W
mode volume = 0.0884 um^3
intensity of one photon = 1.25e+08 W/m^2
Kerr pull per photon = 34.7 kHz
Kerr pull / optomechanical pull = 87
two-photon loss rate/2pi per photon = 13.7 kHz
tests ok
```
